# Born spectrum of a hydrogenic 1s electron against its impulse profile

## Problem

An electron in the 1s state of a point charge $Z$ scatters an X-ray inelastically. The photon gives up momentum $\mathbf q$ and energy $\omega$. Hartree atomic units are used. The electron is nonrelativistic, and the photon energy lies far above the binding energy $Z^2/2$, and only the $\mathbf A^2$ coupling in first order is kept; the $\mathbf p\cdot\mathbf A$ terms are left out. Apart from polarization and kinematic factors, the spectrum is then

$$S(q,\omega)=\sum_f|\langle f|e^{i\mathbf q\cdot\mathbf r}|1s\rangle|^2\,\delta(E_f-E_{1s}-\omega).$$

"Exact" below means exact within this model. Comparison with a momentum profile uses $Q=\omega/q-q/2$ and $J_B(Q;q)=qS(q,\omega)$.

(a) Find the impulse profile $J(Q)$. (b) Find $S$ in closed form above the ionization threshold. (c) Express $J_B/J$ through $Q$ and $q$, expand it at fixed $Q$ for large $q$, and determine the parity of each order. (d) Locate the maximum of the spectrum at fixed $q$. (e) Evaluate the results for hydrogen at $q=5$ bohr$^{-1}$.

## Hints

1. In the impulse approximation the struck electron is free before and after the collision.
2. The final state is a Coulomb wave. Write its confluent hypergeometric function as a contour integral and do the space integral first.
3. In the resulting amplitude, look for the one quantity that depends on the direction of the ejected electron.
4. Insert $\omega=q^2/2+qQ$ before expanding anything, and then expand the logarithm of the ratio.
5. For the parity, reverse the signs of $Q$ and $1/q$ together.

## Solution

### (a) Impulse profile

A free electron of momentum $\mathbf p$ takes up $(\mathbf p+\mathbf q)^2/2-p^2/2=q^2/2+qp_z$, with $z$ along $\mathbf q$. Averaging $\delta(\omega-q^2/2-qp_z)$ over the momentum density $n(p)$ gives $S_{IA}=J(Q)/q$, where $J$ is the density of $p_z$ at $p_z=Q$.

The orbital is $(Z^3/\pi)^{1/2}e^{-Zr}$. Differentiating $\int e^{-Zr-i\mathbf p\cdot\mathbf r}r^{-1}d^3r=4\pi/(p^2+Z^2)$ with respect to $-Z$ gives $8\pi Z/(p^2+Z^2)^2$ for the transform of $e^{-Zr}$. Hence

$$n(p)=\frac{Z^3}{\pi}\frac{1}{(2\pi)^3}\frac{64\pi^2Z^2}{(p^2+Z^2)^4}=\frac{8Z^5}{\pi^2(p^2+Z^2)^4}.$$

At fixed $p_z=Q$ the transverse area element is $2\pi p\,dp$, so

$$J(Q)=2\pi\int_{|Q|}^\infty n(p)\,p\,dp=\frac{8Z^5}{3\pi(Z^2+Q^2)^3}.$$

### (b) Closed form of the Born spectrum

The ejected electron has momentum $k$ with $k^2=2\omega-Z^2$. Let $\nu=Z/k$. The incoming-wave Coulomb state, normalized to $\delta(\mathbf k-\mathbf k')$, has the complex conjugate

$$\psi_{\mathbf k}^{-*}=\frac{e^{\pi\nu/2}\Gamma(1-i\nu)}{(2\pi)^{3/2}}\,e^{-i\mathbf k\cdot\mathbf r}\,{}_1F_1(i\nu;1;i(kr+\mathbf k\cdot\mathbf r)).$$

**The space integral.** With $\boldsymbol\kappa=\mathbf q-\mathbf k$, consider

$$I(\lambda)=\int\frac{e^{-\lambda r}}{r}e^{i\boldsymbol\kappa\cdot\mathbf r}\,{}_1F_1(i\nu;1;i(kr+\mathbf k\cdot\mathbf r))\,d^3r .$$

On a contour around the segment $[0,1]$,

$${}_1F_1(a;1;z)=\frac1{2\pi i}\oint e^{zt}\,t^{-1}(1-1/t)^{-a}\,dt.$$

Expanding in $1/t$ and collecting residues reproduces the series $\sum_n (a)_nz^n/(n!)^2$. For each $t$ the space integral is $4\pi$ divided by

$$(\boldsymbol\kappa+t\mathbf k)^2+(\lambda-itk)^2=\kappa^2+\lambda^2+2t(\boldsymbol\kappa\cdot\mathbf k-i\lambda k).$$

The terms in $t^2$ have cancelled. Define $D=\kappa^2+\lambda^2$, the value at $t=0$, and $U=q^2-k^2+\lambda^2-2i\lambda k$, the value at $t=1$. The denominator is $D+t(U-D)$, with a zero at $t_0=D/(D-U)$. Since $U$ is not real, $t_0$ lies outside a tight contour. The integrand falls as $t^{-2}$, so the integral equals minus the residue at $t_0$, where $1-1/t_0=U/D$:

$$I=-\frac{4\pi}{U-D}\,\frac{D-U}{D}\left(\frac UD\right)^{-i\nu}=4\pi D^{i\nu-1}U^{-i\nu}.$$

The cut $[0,1]$ selects the principal branch. As $\mathrm{Im}\,U<0$, we have $\arg U=-\theta$ with $0<\theta<\pi$.

**The amplitude.** The orbital contains $e^{-Zr}=-\partial_\lambda(e^{-\lambda r}/r)$ at $\lambda=Z$. With $\nu$ held fixed, $\partial_\lambda D=2\lambda$ and $\partial_\lambda U=2\lambda-2ik$. Because $i\nu(2Z-2ik)=2Z(1+i\nu)$,

$$-\partial_\lambda I\big|_Z=8\pi Z\,D^{i\nu-1}U^{-i\nu}\left[\frac{1-i\nu}{D}+\frac{1+i\nu}{U}\right].$$

Here $|D^{i\nu}|=1$ and $|U^{-i\nu}|^2=e^{-2\nu\theta}$. Let

$$s=k^2+Z^2,\quad A=q^2-k^2+Z^2,\quad W=|U|^2=A^2+4Z^2k^2.$$

The squared bracket is $(1+\nu^2)[D^{-2}+W^{-1}+2C/(DW)]$, with $1+\nu^2=s/k^2$ and

$$C=\frac{\mathrm{Re}[(1-i\nu)^2U]}{1+\nu^2}=\frac{(k^2-Z^2)A-4Z^2k^2}{s}=\frac{q^2(k^2-Z^2)}{s}-s.$$

The last step uses $A=q^2-(k^2-Z^2)$ and $(k^2-Z^2)^2+4Z^2k^2=s^2$.

**The angular integral.** Only $D=b-2qkx$ depends on direction, where $b=q^2+s$ and $x$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. Since $b^2-A^2=4k^2(q^2+Z^2)$, the end values $D_\pm=b\pm2qk$ have the product $b^2-4q^2k^2=W$. Therefore

$$\int_{-1}^1\frac{dx}{D^2}=\frac2W,\quad \int_{-1}^1\frac{dx}{D^3}=\frac{D_+^2-D_-^2}{4qkW^2}=\frac{2b}{W^2},$$

$$\int_{-1}^1\frac{dx}{D^4}=\frac{D_+^3-D_-^3}{6qkW^3}=\frac{2(3b^2+4q^2k^2)}{3W^3}.$$

With the prefactor $D^{-2}$ included, the bracket integrates to

$$G=\frac2{W^3}\left[b^2+\tfrac43q^2k^2+W+2Cb\right]=\frac2{W^3}\left[2b(b+C)-\tfrac83q^2k^2\right].$$

As $b+C=2q^2k^2/s$ and $b=q^2+s$, this is

$$G=\frac{8q^2k^2(q^2+s/3)}{sW^3}.$$

**Assembly.** From $d^3k=k\,d\omega\,d\Omega$, $S=k\int|M|^2d\Omega$, where $M$ is the full matrix element. The normalization uses $e^{\pi\nu}|\Gamma(1-i\nu)|^2=2\pi\nu/(1-e^{-2\pi\nu})$:

$$S=2\pi k\cdot\frac{Z^3}{8\pi^4}\frac{2\pi Z/k}{1-e^{-2\pi\nu}}\cdot64\pi^2Z^2e^{-2\nu\theta}\cdot\frac{s}{k^2}\,G,$$

$$S=\frac{256Z^6q^2\,[q^2+(k^2+Z^2)/3]\,e^{-2\nu\theta}}{W^3(1-e^{-2\pi\nu})}.$$

This closed form was tested against a sum over partial waves with numerical radial integrals.

### (c) Ratio to the impulse profile and its expansion

Put $\omega=q^2/2+qQ$. Then $k^2=q^2+2qQ-Z^2$, $A=2(Z^2-qQ)$ and

$$W=4(Z^2-qQ)^2+4Z^2(q^2+2qQ-Z^2)=4q^2(Z^2+Q^2).$$

The impulse denominator thus appears without approximation. Also $s=q^2+2qQ$, so $q^2+s/3=\tfrac43q^2(1+Q/2q)$. Collecting factors,

$$\frac{J_B}{J}=\frac{2\pi Z}{q}\left(1+\frac Q{2q}\right)\frac{e^{-2\nu\theta}}{1-e^{-2\pi\nu}}.$$

Now $\theta=\arg(Z^2-qQ+iZk)=\pi/2+\varphi$ with $\varphi=\arctan[(qQ-Z^2)/(Zk)]$. The factor $e^{-\pi\nu}$ turns the denominator into a hyperbolic sine:

$$\boxed{\frac{J_B}{J}=\frac{\pi Z}{q}\left(1+\frac Q{2q}\right)\frac{e^{-2\nu\varphi}}{\sinh\pi\nu}}$$

**Parity.** Let $\epsilon=1/q$ and $m=k/q=\sqrt{1+2\epsilon Q-\epsilon^2Z^2}$. Then $\nu=Z\epsilon/m$ and $\tan\varphi=(Q-\epsilon Z^2)/(Zm)$. The ratio is analytic in $\epsilon$ near zero at fixed $Q$. Under $(Q,\epsilon)\to(-Q,-\epsilon)$, $m$ is unchanged while $\nu$ and $\varphi$ change sign. The products $\nu\varphi$ and $\epsilon Q$ and the quotient $\epsilon/\sinh\pi\nu$ are unchanged, and so is the ratio. The coefficient of $\epsilon^n$ therefore has parity $(-1)^n$ in $Q$.

**Coefficients.** Since $\pi Z\epsilon=\pi\nu m$,

$$\ln\frac{J_B}{J}=\ln m+\ln(1+\tfrac12\epsilon Q)-2\nu\varphi-\ln\frac{\sinh\pi\nu}{\pi\nu}.$$

Let $a=\arctan(Q/Z)$. To the orders needed, $\nu=Z\epsilon(1-\epsilon Q)$. The argument of the arctangent is $Q/Z-\epsilon(Z^2+Q^2)/Z$, and the derivative of the arctangent is $Z^2/(Z^2+Q^2)$, so $\varphi=a-\epsilon Z$. The four terms are

- $\ln m=\epsilon Q-\epsilon^2(Q^2+Z^2/2)$;
- $\ln(1+\epsilon Q/2)=\epsilon Q/2-\epsilon^2Q^2/8$;
- $-2\nu\varphi=-2\epsilon Za+\epsilon^2(2Z^2+2ZQa)$;
- $-\ln[\sinh(\pi\nu)/(\pi\nu)]=-\epsilon^2\pi^2Z^2/6$.

Their sum is $\epsilon B_1+\epsilon^2L_2$. Exponentiation gives $B_2=L_2+B_1^2/2$, in which the $Q^2$ terms cancel:

$$\frac{J_B}{J}=1+\frac{B_1}q+\frac{B_2}{q^2}+O(q^{-3}),\qquad B_1=\frac{3Q}2-2Z\arctan\frac QZ,$$

$$B_2=Z^2\left[\frac32-\frac{\pi^2}6+2a^2-\frac QZa\right].$$

The leading correction is antisymmetric and decays as $1/q$. Averaging $J_B(Q)$ and $J_B(-Q)$ removes it and leaves an error of order $1/q^2$. The truncated expansion is accurate when both $Z/q$ and $2|Q|/q$ are small. The singularity nearest to $\epsilon=0$ is the zero of $m$ at $|\epsilon|=1/(|Q|+\sqrt{Q^2+Z^2})$, so the full series converges for $|Q|<q/2-Z^2/(2q)$. On the negative side this bound is the threshold $Q=-q/2+Z^2/(2q)$, below which the spectrum consists of discrete lines. Convergence becomes slow as the bound is approached: for $Z=1$, $q=5$ and $Q=-2.2$ the second-order ratio is 5% too low.

### (d) Position of the maximum

The logarithmic derivative of $J$ is $-6Q/(Z^2+Q^2)$, and $B_1'=3/2-2Z^2/(Z^2+Q^2)$, which is $-1/2$ at the origin. The maximum has $Q=O(1/q)$. The even function $L_2$ has a slope proportional to $Q$ there, so it contributes only at order $q^{-3}$:

$$-\frac{6Q}{Z^2}-\frac1{2q}+O(q^{-3})=0.$$

Hence

$$\boxed{Q_{\max}=-\frac{Z^2}{12q}+O(q^{-3}),\qquad \omega_{\max}=\frac{q^2}2-\frac{Z^2}{12}+O(q^{-2})}$$

For $q\gg Z$ the peak lies below free recoil by one sixth of the binding energy; at $q=2Z$ the fraction is 0.149 and at $q=3Z$ it is 0.160. On the momentum scale the shift vanishes as $1/q$; on the energy scale it tends to a constant within the nonrelativistic model. Relativity changes the free recoil by about $-q^4/(8c^2)$, which is small against $Z^2/12$ only for $q$ well below $10.6\sqrt Z$ bohr$^{-1}$. In the slope $3/2-2$, the positive part comes from $k/q$ and the factor $1+Q/2q$, the negative part from the Coulomb factor $e^{-2\nu\varphi}$. The result holds at fixed $q$. In a scan at fixed scattering angle $q$ varies with $\omega$, and the kinematic factors must be included.

### (e) Hydrogen at $q=5$ bohr$^{-1}$

Free recoil is $q^2/2=12.5$ hartree. The maximum of the exact Born profile is at $Q=-0.01645$, so the shift is $5\times(-0.01645)=-0.0823$ hartree, or $-2.24$ eV. The limiting formula gives $-1/12=-0.0833$ hartree, or $-2.27$ eV. Relativity changes the free recoil at this $q$ by $-0.0042$ hartree. That is 5% of the shift and larger than the difference between the two nonrelativistic values, so a finer comparison with a measurement would need a relativistic treatment.

Profiles in atomic units:

| $Q$ | $J$ | $J_B$ | to $1/q$ | to $1/q^2$ |
|---:|---:|---:|---:|---:|
| −1.5 | 0.0247 | 0.0240 | 0.0233 | 0.0236 |
| −0.5 | 0.4346 | 0.4509 | 0.4500 | 0.4509 |
| 0 | 0.8488 | 0.8439 | 0.8488 | 0.8439 |
| 0.5 | 0.4346 | 0.4201 | 0.4192 | 0.4201 |
| 1.5 | 0.0247 | 0.0263 | 0.0261 | 0.0264 |

At $Q=0.5$, $JB_1=-0.0771$, and the first-order profile is $0.4346-0.0771/5=0.4192$. Relative to $J$, the Born profile is 3.3% low at $Q=0.5$ and 3.7% high at $Q=-0.5$. The mean of the two sides is 0.4355, about 0.2% above $J$. The asymmetry is reversed at $|Q|=1.5$, because $B_1$ changes sign at $Q=1.126$. At $|Q|=1.5$ the parameter $2|Q|/q=0.6$ is no longer small, and on the negative side the second-order formula is 1.6% below the Born value.

The numerical output after this text also follows the peak and the odd part up to $q=40$ bohr$^{-1}$. The larger values of $q$ test the asymptotic form of the model, not real hydrogen: the relativistic change of the free recoil is $-0.066$ hartree at $q=10$, comparable to the shift, and $-16$ hartree at $q=40$.

## Variation 1: does the mean energy loss shift too?

Completeness gives unit total strength when bound final states are included. Since $e^{-i\mathbf q\cdot\mathbf r}\,\mathbf p\,e^{i\mathbf q\cdot\mathbf r}=\mathbf p+\mathbf q$, the mean loss is

$$\langle e^{-i\mathbf q\cdot\mathbf r}(H-E_{1s})e^{i\mathbf q\cdot\mathbf r}\rangle=\frac{q^2}2+\langle\mathbf q\cdot\mathbf p\rangle=\frac{q^2}2,$$

because $\langle\mathbf p\rangle=0$ in the 1s state. The mean of $Q$ is therefore zero. The first correction must respect this. With $x=Q/Z$,

$$\frac32\int Q^2J\,dQ=\frac32\cdot\frac{8Z^2}{3\pi}\int_{-\infty}^{\infty}\frac{x^2dx}{(1+x^2)^3}=\frac32\cdot\frac{8Z^2}{3\pi}\cdot\frac\pi8=\frac{Z^2}2 .$$

For the arctangent term, integrate by parts:

$$2Z\int QJa\,dQ=\frac{16Z^2}{3\pi}\int_{-\infty}^{\infty}\frac{x\arctan x}{(1+x^2)^3}dx=\frac{16Z^2}{3\pi}\cdot\frac14\cdot\frac{3\pi}8=\frac{Z^2}2 .$$

Thus $\int QJB_1\,dQ=0$. The maximum moves down while the centroid stays at free recoil; since $QJB_1$ is even in $Q$, at first order the raised wing at large positive $Q$ and the lowered wing at large negative $Q$ each balance half of the shifted centre. For $Z=1$ and $q=10$ bohr$^{-1}$, the continuum alone gives an energy-weighted integral within $2\times10^{-7}$ hartree of $q^2/2$, although the peak is shifted by $-0.083$ hartree.

## Variation 2: a plane-wave final state

Replace the Coulomb wave by a plane wave but keep the binding energy, $\omega=Z^2/2+k^2/2$. The squared amplitude is $n(|\mathbf k-\mathbf q|)$. With $p^2=k^2+q^2-2kqx$ and $p\,dp=-kq\,dx$,

$$S_{PW}=2\pi k\int_{-1}^1n(p)\,dx=\frac{2\pi}q\int_{|k-q|}^{k+q}n(p)\,p\,dp=\frac{J(k-q)-J(k+q)}q .$$

For $q\gg Z$ the second term is negligible near the peak, which lies at $k\simeq q$, or $\omega\simeq q^2/2+Z^2/2$. For $Z=1$ at $q=10$ bohr$^{-1}$, within the nonrelativistic model, the computed shift is $+0.5000$ hartree, against $-0.083$ hartree with the Coulomb wave. Keeping the binding energy while dropping the nuclear attraction from the final state thus misplaces the peak more than the impulse approximation does, which omits the potential before and after the collision.

## Computed results

```
Hydrogen atom: Z = 1, q = 5.0 bohr^-1
free recoil q^2/2 = 12.5000 hartree = 340.14 eV
binding energy = 0.5000 hartree = 13.606 eV
continuum threshold at Q = -2.400 a.u.
Born peak at Q = -0.016450 a.u.
Born peak at loss = 12.41775 hartree
Born peak shift = -0.08225 hartree = -2.238 eV
limit -Z^2/12 = -0.08333 hartree = -2.268 eV
relativistic free-recoil change = -0.00416 hartree
Profiles in a.u. at q = 5 bohr^-1:
Q, impulse J, Born, J to 1/q, J to 1/q^2
 -1.5 0.02473 0.02402 0.02332 0.02363
 -1.0 0.10610 0.10949 0.10761 0.10889
 -0.5 0.43460 0.45088 0.45001 0.45093
  0.0 0.84883 0.84389 0.84883 0.84391
  0.5 0.43460 0.42008 0.41919 0.42011
  1.0 0.10610 0.10556 0.10460 0.10589
  1.5 0.02473 0.02632 0.02613 0.02644
mean of Born at Q = +0.5 and -0.5: 0.43548 a.u.
B1 changes sign at Q = 1.1263 a.u. (Z = 1)
Trend for Z = 1; odd part taken at Q = 0.5 a.u.
q (bohr^-1), peak shift (hartree), odd part, q*odd part (a.u.)
   5 -0.082251 -0.0154019 -0.077010
  10 -0.083073 -0.0077057 -0.077057
  20 -0.083269 -0.0038527 -0.077054
  40 -0.083317 -0.0019263 -0.077053
limit of q*odd part: J*B1 = -0.077052 a.u.
Sum rules, Z = 1, q = 10 bohr^-1, continuum only:
1 - norm = 2.65e-06 (dimensionless)
energy-weighted integral - q^2/2 = -1.9e-07 hartree
plane-wave final state, q = 10: peak shift = 0.5000 hartree
Relative error, Coulomb integral: 4.8e-10
Relative error, partial-wave sum: 8.1e-06
Absolute error, impulse profile: 2.8e-07 a.u.
```
